# How Long Must a Planar Ohmic Contact Be?: a program that tests the result

```python
"""
Result under test: a planar contact of length d, fed at its front edge, has
    R(d) = (R_sh L_T / W) coth(d / L_T),   L_T = sqrt(rho_c / R_sh),
so d = 1.5 L_T gives a resistance about 10 percent above the infinite contact.
R_sh: layer sheet resistance; rho_c: specific contact resistivity;
W: contact width; L_T: transfer length. Internal units: um, ohm, V, A.
The resistance is front-edge voltage (layer minus metal) over total current.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

sheet = 320.0                 # ohm per square
rho_cm = 5e-6                 # ohm cm^2
rho = rho_cm * 1e8            # ohm um^2
width = 100.0                 # um
transfer = np.sqrt(rho / sheet)
length = 1.5 * transfer


def formula(d, r_sheet=sheet, r_contact=rho):
    """Closed formula for the contact resistance in ohm."""
    lt = np.sqrt(r_contact / r_sheet)
    return r_sheet * lt / width / np.tanh(d / lt)


def ladder(d, n):
    """Node voltages of a resistor network carrying unit current."""
    h = d / n
    series = width / (sheet * h)
    shunt = np.full(n + 1, width * h / rho)
    shunt[[0, -1]] /= 2
    bands = np.zeros((3, n + 1))
    bands[0, 1:] = -series
    bands[2, :-1] = -series
    bands[1] = shunt + 2 * series
    bands[1, [0, -1]] -= series
    source = np.zeros(n + 1)
    source[0] = 1.0
    return solve_banded((1, 1), bands, source)


def chain(n):
    """Graph Laplacian of n cells in a row with closed ends."""
    main = np.full(n, 2.0)
    main[[0, -1]] = 1.0
    return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])


def film_resistance(thickness, nx=750, nz=8, n_lead=40):
    """Contact resistance from two-dimensional flow in a uniform film."""
    dx, dz = length / nx, thickness / nz
    resistivity = sheet * thickness
    total = nx + n_lead
    matrix = (width * dz / (resistivity * dx) * kron(chain(total), identity(nz))
              + width * dx / (resistivity * dz) * kron(identity(total), chain(nz)))
    leak = np.zeros((total, nz))
    leak[n_lead:, -1] = width * dx / (rho + resistivity * dz / 2)
    source = np.zeros((total, nz))
    source[0] = 1.0 / nz
    volts = spsolve((matrix + diags(leak.ravel())).tocsc(), source.ravel())
    front = volts[:nz].mean() + sheet * dx / (2 * width)
    return front - sheet * n_lead * dx / width


# Network against formula: resistance, profile, infinite limit, current share
for u in (0.3, 0.7, 1.5, 3.0):
    assert abs(ladder(u * transfer, 3000)[0] / formula(u * transfer) - 1) < 2e-6
profile = ladder(length, 3000)
position = np.linspace(0, length, 3001)
expected = (sheet * transfer / width * np.cosh((length - position) / transfer)
            / np.sinh(length / transfer))
assert np.max(np.abs(profile / expected - 1)) < 2e-6
long_profile = ladder(15 * transfer, 15000)
r_long = long_profile[0]
assert abs(r_long / (np.sqrt(rho * sheet) / width) - 1) < 2e-6
step = 15 * transfer / 15000
part = long_profile[:1501]
share = (part.sum() - (part[0] + part[-1]) / 2) * step * width / rho
assert abs(share - (1 - np.exp(-1.5))) < 1e-5
excess = profile[0] / r_long - 1
assert abs(excess - 2 / (np.exp(3) - 1)) < 1e-5
assert 0.10 < excess < 0.11
u_ten = 0.5 * np.log(21)
assert abs(ladder(u_ten * transfer, 3000)[0] / r_long - 1.1) < 1e-5
assert 1 / share > profile[0] / r_long

# Two-dimensional flow against the one-dimensional formula
film = 0.020                  # um
r_finite = formula(length)
film_shift = film_resistance(film) / r_finite - 1
assert abs(film_shift) < 1e-3

# Diode-like interface law, solved from the closed far end to the front edge
current = 1e-4                # A
thermal = const.k * 300 / const.e


def diode_resistance(amps):
    def integrate(v_end):
        def slope(s, y):
            return [y[1], sheet * thermal / rho * np.expm1(y[0] / thermal)]
        return solve_ivp(slope, (0, length), [v_end, 0.0],
                         rtol=1e-9, atol=1e-13).y[:, -1]
    guess = amps * profile[-1]
    v_end = brentq(lambda v: integrate(v)[1] * width / sheet - amps,
                   0.5 * guess, 2 * guess, xtol=1e-14)
    return integrate(v_end)[0] / amps


forward = diode_resistance(current) / r_finite - 1
reverse = diode_resistance(-current) / r_finite - 1
assert forward < 0 < reverse and abs(forward + reverse) < 2e-3

# Other neglected effects, with rough material parameters
metal_sheet = 0.1             # ohm per square
density = 1e13                # electrons per cm^2
mass, permittivity = 0.2, 9.0
frequency = 10e9              # Hz
hot = 423.0                   # K
full_current = 0.1            # A, equal to 1 A/mm
capacitance = permittivity * const.epsilon_0 / (film * 1e-6) * 1e-4  # F/cm^2
loading = 2 * np.pi * frequency * capacitance * rho_cm
impedance = formula(length, sheet, rho / (1 + 1j * loading))
v_front = current * r_finite
v_full = full_current * r_finite
modulation = capacitance * v_front / (const.e * density)
fermi = (np.pi * const.hbar**2 * density * 1e4
         / (mass * const.m_e) / const.e)
mobility = 1 / (const.e * density * sheet)
k_fermi = np.sqrt(2 * np.pi * density * 1e4)
free_path = const.hbar * k_fermi * mobility * 1e-4 / const.e
hot_sheet = sheet * (hot / 300)**2


def excess_for(r_sheet):
    return formula(length, r_sheet) / (np.sqrt(rho * r_sheet) / width) - 1


print(f"Sheet resistance: {sheet:.0f} ohm/sq")
print(f"Specific contact resistivity: {rho_cm:.1e} ohm cm2")
print(f"Contact width: {width:.0f} um")
print(f"Transfer length: {transfer:.3f} um")
print(f"Contact length: {length:.3f} um")
print(f"Infinite contact, network: {r_long:.4f} ohm")
print(f"Finite contact, network: {profile[0]:.4f} ohm")
print(f"Finite contact, formula: {r_finite:.4f} ohm")
print(f"Infinite contact times width: {r_long * width / 1000:.4f} ohm mm")
print(f"Finite contact times width: {r_finite * width / 1000:.4f} ohm mm")
print(f"exp(3): {np.exp(3):.4f}")
print(f"Excess at 1.5 transfer lengths: {100 * excess:.2f} percent")
print(f"Length for 10 percent excess: {u_ten:.4f} transfer lengths")
for u in (0.5, 1.0, 2.0, 3.0):
    other = ladder(u * transfer, 3000)[0] / r_long - 1
    print(f"Excess at {u:.1f} transfer lengths: {100 * other:.2f} percent")
print(f"Infinite contact, current share in first 1.5: {100 * share:.2f} percent")
print(f"Excess from naive division by share: {100 * (1 / share - 1):.2f} percent")
print(f"Measuring current: {current * 1e3:.2f} mA")
print(f"Front-edge voltage: {v_front * 1e3:.4f} mV")
print(f"Front current density: {v_front / rho_cm:.2f} A/cm2")
print(f"Far-end current density: {current * profile[-1] / rho_cm:.2f} A/cm2")
print(f"Front to far-end ratio: {profile[0] / profile[-1]:.3f}")
print(f"Assumed film and barrier thickness: {film * 1000:.0f} nm")
print(f"Resistance shift, 2D film: {100 * film_shift:.4f} percent")
print(f"Assumed metal sheet resistance: {metal_sheet:.2f} ohm/sq")
print(f"Metal along contact length, at most: {metal_sheet * length / width:.5f} ohm")
print(f"Metal along end-fed finger, estimate: {metal_sheet * width / length / 3:.2f} ohm")
print(f"Excess, sheet resistance under metal halved: {100 * excess_for(sheet / 2):.2f} percent")
print(f"Resistance, sheet under metal halved: {formula(length, sheet / 2):.3f} ohm")
print(f"Sheet resistance at {hot:.0f} K: {hot_sheet:.1f} ohm/sq")
print(f"Excess at {hot:.0f} K, same length: {100 * excess_for(hot_sheet):.2f} percent")
print(f"Resistance at {hot:.0f} K: {formula(length, hot_sheet):.3f} ohm")
print(f"Thermal voltage at 300 K: {thermal * 1e3:.2f} mV")
print(f"Shift, diode law, forward: {100 * forward:.3f} percent")
print(f"Shift, diode law, reverse: {100 * reverse:.3f} percent")
print(f"Assumed relative permittivity: {permittivity:.1f}")
print(f"Capacitive to conductive current, 10 GHz: {loading:.4f}")
print(f"Real part of impedance, 10 GHz: {impedance.real:.4f} ohm")
print(f"Imaginary part of impedance, 10 GHz: {impedance.imag:.4f} ohm")
print(f"Assumed channel density: {density:.1e} per cm2")
print(f"Density change at measuring current: {100 * modulation:.4f} percent")
print(f"Density change at 1 A/mm: {100 * modulation * full_current / current:.2f} percent")
print(f"Assumed effective mass: {mass:.2f} electron masses")
print(f"Channel Fermi energy: {fermi:.3f} eV")
print(f"Implied mobility: {mobility:.0f} cm2/Vs")
print(f"Mean free path: {free_path * 1e9:.1f} nm")
print(f"Linear-model front voltage at 1 A/mm: {v_full:.3f} V")
print(f"Barrier field at 1 A/mm: {v_full / (film * 1e-4) / 1e6:.3f} MV/cm")
print(f"In-plane entry field at 1 A/mm: {full_current * sheet / width * 10:.2f} kV/cm")
print("success")
```

Output:

```
Sheet resistance: 320 ohm/sq
Specific contact resistivity: 5.0e-06 ohm cm2
Contact width: 100 um
Transfer length: 1.250 um
Contact length: 1.875 um
Infinite contact, network: 4.0000 ohm
Finite contact, network: 4.4192 ohm
Finite contact, formula: 4.4192 ohm
Infinite contact times width: 0.4000 ohm mm
Finite contact times width: 0.4419 ohm mm
exp(3): 20.0855
Excess at 1.5 transfer lengths: 10.48 percent
Length for 10 percent excess: 1.5223 transfer lengths
Excess at 0.5 transfer lengths: 116.40 percent
Excess at 1.0 transfer lengths: 31.30 percent
Excess at 2.0 transfer lengths: 3.73 percent
Excess at 3.0 transfer lengths: 0.50 percent
Infinite contact, current share in first 1.5: 77.69 percent
Excess from naive division by share: 28.72 percent
Measuring current: 0.10 mA
Front-edge voltage: 0.4419 mV
Front current density: 88.38 A/cm2
Far-end current density: 37.57 A/cm2
Front to far-end ratio: 2.352
Assumed film and barrier thickness: 20 nm
Resistance shift, 2D film: 0.0056 percent
Assumed metal sheet resistance: 0.10 ohm/sq
Metal along contact length, at most: 0.00187 ohm
Metal along end-fed finger, estimate: 1.78 ohm
Excess, sheet resistance under metal halved: 27.24 percent
Resistance, sheet under metal halved: 3.599 ohm
Sheet resistance at 423 K: 636.2 ohm/sq
Excess at 423 K, same length: 2.95 percent
Resistance at 423 K: 5.807 ohm
Thermal voltage at 300 K: 25.85 mV
Shift, diode law, forward: -0.386 percent
Shift, diode law, reverse: 0.390 percent
Assumed relative permittivity: 9.0
Capacitive to conductive current, 10 GHz: 0.1252
Real part of impedance, 10 GHz: 4.3775 ohm
Imaginary part of impedance, 10 GHz: -0.3542 ohm
Assumed channel density: 1.0e+13 per cm2
Density change at measuring current: 0.0110 percent
Density change at 1 A/mm: 10.99 percent
Assumed effective mass: 0.20 electron masses
Channel Fermi energy: 0.120 eV
Implied mobility: 1950 cm2/Vs
Mean free path: 101.8 nm
Linear-model front voltage at 1 A/mm: 0.442 V
Barrier field at 1 A/mm: 0.221 MV/cm
In-plane entry field at 1 A/mm: 3.20 kV/cm
success
```
